# A gauge-invariant kinetic energy density for meta-GGA functionals, part 1

(Sections cited here and not found follow in the second part.)

## 1. The problem

Take one electron in a $3d$ orbital with $m=2$, $\psi=N(x+iy)^2e^{-\zeta r}$ with $\zeta=3$ bohr$^{-1}$, and place it in a very strong uniform magnetic field, $B=0.1$ a.u. along $z$, with $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. At the point $(1,0,0)$ bohr its kinetic energy density is $\tau=0.359493$ Ha/bohr$^3$. If the origin of the vector potential is moved by 10 bohr along $x$, which changes nothing physical, $\tau$ at the same point becomes $0.521265$ Ha/bohr$^3$, while at the mirror point $(-1,0,0)$ it falls from $0.359493$ to $0.233671$ Ha/bohr$^3$. None of these values equals the von Weizsäcker density $\tau_W=0.071899$ Ha/bohr$^3$, although meta-GGA functionals use the condition $\tau=\tau_W$ to recognize a one-electron region. The combination $\tau-|\mathbf j|^2/(2n)$ is $0.071899$ Ha/bohr$^3$ at both points and in both gauges.

## 2. Conventions

Hartree atomic units are used ($\hbar=m_e=e=4\pi\varepsilon_0=1$), with the magnetic field in the SI-based atomic unit. The electron has charge $-1$, so its kinetic momentum is $-i\nabla+\mathbf A$ and

$$H=\tfrac12(-i\nabla+\mathbf A)^2+v,\qquad \mathbf B=\nabla\times\mathbf A .$$

Until Section 7 all quantities belong to one collinear spin channel and the spin index is dropped. The orbitals $\psi_i$ are complex and differentiable, and the occupations satisfy $f_i\ge 0$. The definitions are

$$n=\sum_i f_i|\psi_i|^2,\qquad \tau=\tfrac12\sum_i f_i|\nabla\psi_i|^2,\qquad \mathbf j=\sum_i f_i\,\mathrm{Im}(\psi_i^*\nabla\psi_i),$$

$$\tau_W=\frac{|\nabla n|^2}{8n},\qquad \tilde\tau=\tau-\frac{|\mathbf j|^2}{2n}.$$

For a complex vector, $|\mathbf c|^2$ means $\mathbf c^*\!\cdot\mathbf c$. The current $\mathbf j$ is the paramagnetic particle current: it contains no $\mathbf A$ and no factor of the charge. All local statements are made at points with $n>0$. Neither orthogonality of the orbitals nor any eigenvalue equation is used, so the identities hold for trial orbitals at any iteration of a self-consistent calculation.

If a code defines the kinetic energy density without the factor $\tfrac12$, the whole of $\tilde\tau$ is doubled and the correction is $|\mathbf j|^2/n$. If a code uses the Laplacian form, the product rule gives $\psi^*\nabla^2\psi=\nabla\cdot(\psi^*\nabla\psi)-|\nabla\psi|^2$. The real part of $\psi^*\nabla\psi$ is $\tfrac12(\psi^*\nabla\psi+\psi\nabla\psi^*)=\tfrac12\nabla|\psi|^2$, so that

$$\sum_i f_i\,\psi_i^*\nabla\psi_i=\tfrac12\nabla n+i\,\mathbf j, \tag{1}$$

and therefore $-\tfrac12\sum_i f_i\psi_i^*\nabla^2\psi_i=\tau-\tfrac14\nabla^2n-\tfrac i2\nabla\cdot\mathbf j$. The real part differs from $\tau$ by a function of the density alone, so it needs the same correction.

## 3. How $n$, $\mathbf j$ and $\tau$ transform

Let $\chi(\mathbf r)$ be a real differentiable function, the same for every orbital of the channel, and set $\psi_i'=e^{i\chi}\psi_i$. The product rule gives

$$\nabla\psi_i'=e^{i\chi}\,(\nabla\psi_i+i\psi_i\nabla\chi). \tag{2}$$

Multiplying by $-i$ gives $-i\nabla\psi_i'=e^{i\chi}(-i\nabla\psi_i+\psi_i\nabla\chi)$. The extra term is cancelled if the vector potential becomes $\mathbf A'=\mathbf A-\nabla\chi$:

$$(-i\nabla+\mathbf A')\,\psi_i'=e^{i\chi}\,(-i\nabla+\mathbf A)\,\psi_i. \tag{3}$$

Applying (3) twice shows $H'\psi'=e^{i\chi}H\psi$, and $\mathbf B$ is unchanged because the curl of a gradient vanishes. The pair $(\psi_i',\mathbf A')$ thus describes the same physical state as $(\psi_i,\mathbf A)$, and (3) fixes the relative sign of the phase and the shift of $\mathbf A$.

The density is unchanged, $n'=n$, since $|e^{i\chi}|=1$, and so are $\nabla n$ and $\tau_W$. For the current, (2) gives $\psi_i'^*\nabla\psi_i'=\psi_i^*\nabla\psi_i+i|\psi_i|^2\nabla\chi$. Taking the imaginary part, with $\nabla\chi$ real, and summing with weights $f_i$,

$$\mathbf j'=\mathbf j+n\nabla\chi. \tag{4}$$

For the kinetic energy density, the squared modulus of (2) is

$$|\nabla\psi_i'|^2=|\nabla\psi_i|^2+2\,\mathrm{Re}\big[(i\psi_i\nabla\chi)^*\!\cdot\nabla\psi_i\big]+|\psi_i|^2|\nabla\chi|^2 .$$

The cross term is $2\,\mathrm{Re}[-i\,\psi_i^*\nabla\psi_i]\cdot\nabla\chi$, and $\mathrm{Re}(-iw)=\mathrm{Im}\,w$ for any complex $w$, so it equals $2\,\mathrm{Im}(\psi_i^*\nabla\psi_i)\cdot\nabla\chi$. Multiplying by $f_i/2$ and summing,

$$\tau'=\tau+\mathbf j\cdot\nabla\chi+\tfrac12 n|\nabla\chi|^2. \tag{5}$$

The change is $\nabla\chi\cdot(\mathbf j+\tfrac12n\nabla\chi)$. It vanishes for constant $\chi$ and at special points where this scalar product happens to be zero, and is nonzero otherwise. It has either sign: it is negative where $\nabla\chi$ opposes the current and is small enough. For orbitals that carry no current in the first gauge it is $\tfrac12n|\nabla\chi|^2>0$, so even a real $1s$ orbital acquires a gauge-dependent $\tau$.

An exchange-correlation energy must not depend on the gauge. The exact-exchange energy, for example, depends on $|\sum_if_i\psi_i(\mathbf r)\psi_i^*(\mathbf r')|^2$, in which the factor $e^{i\chi(\mathbf r)-i\chi(\mathbf r')}$ drops out. A semilocal approximation that reads $\tau$ violates this requirement through (5).

## 4. Invariance of $\tilde\tau$

Squaring (4) and dividing by $2n'=2n$,

$$\frac{|\mathbf j'|^2}{2n}=\frac{|\mathbf j|^2+2n\,\mathbf j\cdot\nabla\chi+n^2|\nabla\chi|^2}{2n}=\frac{|\mathbf j|^2}{2n}+\mathbf j\cdot\nabla\chi+\tfrac12n|\nabla\chi|^2 .$$

The last two terms are those of (5). Subtracting,

$$\tilde\tau'=\tau'-\frac{|\mathbf j'|^2}{2n}=\tau-\frac{|\mathbf j|^2}{2n}=\tilde\tau. \tag{6}$$

The coefficient is forced: for $\tau-c|\mathbf j|^2/n$ the change is $(1-2c)(\mathbf j\cdot\nabla\chi+\tfrac12n|\nabla\chi|^2)$, which vanishes for all $\chi$ only if $c=\tfrac12$.

The meaning of $\tilde\tau$ follows from completing the square in (5). With the velocity field $\mathbf u=\mathbf j/n$,

$$\tau'=\tilde\tau+\tfrac12n\,|\nabla\chi+\mathbf u|^2, \tag{7}$$

as is seen by expanding the right side to $\tilde\tau+\tfrac12n|\nabla\chi|^2+\mathbf j\cdot\nabla\chi+|\mathbf j|^2/(2n)$. At a given point, $\tilde\tau$ is the smallest value that $\tau$ takes in any gauge, reached when $\nabla\chi=-\mathbf u$ there. The subtracted term $\tfrac12n|\mathbf u|^2$ is the kinetic energy density of the mean flow, and $\tilde\tau$ is the kinetic energy density seen in the frame that moves with the local flow. The case $\chi=\mathbf k\cdot\mathbf r$ is a Galilean boost: a free atom initially at rest, with $\int\mathbf j\,d^3r=0$, gains $\tfrac12k^2$ per electron in $\int\tau\,d^3r$ by (5); locally $\tau$ can rise or fall if the atom carries a current, and $\tilde\tau$ is the same at every point.

The minimum in (7) cannot in general be reached at all points with one $\chi$. That would require $\mathbf u$ to be the gradient of a smooth function, whereas (4) shows that the vorticity $\nabla\times\mathbf u$ and the circulation of $\mathbf u$ around any closed loop are unchanged by a smooth $\chi$. A choice of gauge cannot replace the correction.

A second invariant kinetic energy density is built from the kinetic momentum, $\tau_A=\tfrac12\sum_if_i|(-i\nabla+\mathbf A)\psi_i|^2$, and is invariant by (3). Since $(-i\nabla+\mathbf A)\psi=-i(\nabla\psi+i\psi\mathbf A)$, the algebra that led to (5) applies with $\nabla\chi$ replaced by $\mathbf A$ (it never used that this vector is a gradient):

$$\tau_A=\tau+\mathbf A\cdot\mathbf j+\tfrac12n|\mathbf A|^2. \tag{8}$$

The matching current is the physical one, $\mathbf J=\sum_if_i\mathrm{Re}[\psi_i^*(-i\nabla+\mathbf A)\psi_i]=\mathbf j+n\mathbf A$. The subtraction that gave (6) then gives

$$\tau_A-\frac{|\mathbf J|^2}{2n}=\tau-\frac{|\mathbf j|^2}{2n}=\tilde\tau. \tag{9}$$

The pairs must not be mixed. Since $\mathbf J$ is invariant, $\tau-|\mathbf J|^2/(2n)$ changes exactly as $\tau$ does, and $\tau_A-|\mathbf j|^2/(2n)$ changes by minus that amount. The quantity $\tau_A=\tilde\tau+|\mathbf J|^2/(2n)$ is gauge invariant, but it needs the external $\mathbf A$ as input, and it exceeds $\tilde\tau$ wherever a physical current flows. At $\mathbf A=0$ it is just $\tau$, so it does not reduce to $\tau_W$ for a current-carrying orbital.

## 5. One orbital

Let a single orbital be occupied, with any occupation $f>0$. Near a point with $n>0$ write $\sqrt f\,\psi=\sqrt n\,e^{i\theta}$ with real $\theta$. Then

$$\sqrt f\,\nabla\psi=e^{i\theta}\big(\nabla\sqrt n+i\sqrt n\,\nabla\theta\big).$$

The bracket has real part $\nabla\sqrt n$ and imaginary part $\sqrt n\,\nabla\theta$, so its squared modulus is the sum of their squares. With $\nabla\sqrt n=\nabla n/(2\sqrt n)$,

$$\tau=\tfrac12|\nabla\sqrt n|^2+\tfrac12n|\nabla\theta|^2=\frac{|\nabla n|^2}{8n}+\tfrac12n|\nabla\theta|^2 .$$

The current is the imaginary part of $f\psi^*\nabla\psi=\sqrt n\,\nabla\sqrt n+in\nabla\theta$, so $\mathbf j=n\nabla\theta$ and $|\mathbf j|^2/(2n)=\tfrac12n|\nabla\theta|^2$. Hence

$$\tau=\tau_W+\frac{|\mathbf j|^2}{2n},\qquad \tilde\tau=\tau_W. \tag{10}$$

The familiar statement $\tau=\tau_W$ for one electron is the case $\nabla\theta=0$, an orbital that is real up to a constant phase. The failure of $\tau=\tau_W$ needs no magnetic field: an atomic orbital with $m\ne0$ has $\theta=m\varphi$, with $\varphi$ the azimuthal angle. Here $\mathbf u=\nabla\theta$ has zero curl away from the axis but circulation $2\pi m$ around it, so no smooth $\chi$ removes the current. Within one degenerate shell the real orbital $d_{x^2-y^2}$ passes the raw test $\tau=\tau_W$ and the complex $m=2$ orbital fails it. With $\tilde\tau$ both pass.

## 6. Many orbitals: an exact remainder

For one Cartesian direction put $a_i=\sqrt{f_i}\,\psi_i$ and $b_i=\sqrt{f_i}\,\partial\psi_i$. Expanding the square,

$$|a_ib_k-a_kb_i|^2=|a_i|^2|b_k|^2+|a_k|^2|b_i|^2-2\,\mathrm{Re}\big(a_ib_i^*\,a_k^*b_k\big).$$

Sum over all $i$ and $k$. Each of the first two terms gives $\sum|a|^2\sum|b|^2$. In the third, $\sum_ia_ib_i^*$ is the complex conjugate of $\sum_ka_k^*b_k$, so the double sum is $|\sum_ka_k^*b_k|^2$. On the left the diagonal terms vanish and each pair appears twice. Dividing by two gives the Lagrange identity

$$\sum_{i<k}|a_ib_k-a_kb_i|^2=\sum_i|a_i|^2\sum_k|b_k|^2-\Big|\sum_ka_k^*b_k\Big|^2 .$$

Adding the three directions, the first term on the right becomes $n\cdot2\tau$, and by (1) the second becomes $|\tfrac12\nabla n+i\mathbf j|^2=\tfrac14|\nabla n|^2+|\mathbf j|^2$. Division by $2n$ yields

$$\tilde\tau-\tau_W=\frac1{2n}\sum_{i<k}f_if_k\,\big|\psi_i\nabla\psi_k-\psi_k\nabla\psi_i\big|^2\;\ge 0. \tag{11}$$

For one orbital the sum is empty and (10) follows without the polar form. The invariance (6) is also visible: by (2), $\psi_i'\nabla\psi_k'-\psi_k'\nabla\psi_i'=e^{2i\chi}(\psi_i\nabla\psi_k-\psi_k\nabla\psi_i)$, because the two terms $i\psi_i\psi_k\nabla\chi$ cancel. If the orbitals were given different phases $\chi_i$, a term $i\psi_i\psi_k\nabla(\chi_k-\chi_i)$ would survive. Unless the phases differ only by constants, such an operation is not a gauge transformation, since no single $\mathbf A'$ satisfies (3) for all orbitals, and $\tilde\tau$ in general changes under it.

The converse of (10) follows too. Where $\psi_i\neq0$, $\psi_i\nabla\psi_k-\psi_k\nabla\psi_i=\psi_i^2\nabla(\psi_k/\psi_i)$, so $\tilde\tau=\tau_W$ throughout a region means that the occupied orbitals are proportional to one another there. The test detects one orbital shape and not one electron. An ensemble of one electron shared between two different orbitals, with $f_1+f_2=1$, has $\tilde\tau>\tau_W$ in general.

At nodes of $n$, (11) gives $\tau_W+|\mathbf j|^2/(2n)\le\tau$, so both quotients stay bounded by $\tau$ as $n\to0$. They need not have a unique limit. For $\psi\approx ax+iby$ near a nodal line, with real $a$ and $b$, one has $n=a^2x^2+b^2y^2$ and $\mathbf j=ab\,(x\hat{\mathbf y}-y\hat{\mathbf x})$, so $|\mathbf j|^2/(2n)=a^2b^2(x^2+y^2)/[2(a^2x^2+b^2y^2)]$. This tends to $b^2/2$ along the $x$ axis and to $a^2/2$ along the $y$ axis. The equality $\tilde\tau=\tau_W$ holds along every path, but the common value depends on the path unless $|a|=|b|$.

## 7. Spin

In a collinear calculation the correction can be formed per channel, $\tilde\tau_\sigma=\tau_\sigma-|\mathbf j_\sigma|^2/(2n_\sigma)$, or from the totals, $\tau-|\mathbf j_\uparrow+\mathbf j_\downarrow|^2/(2n)$. Both are invariant under a common $\chi$, because the proof of (6) does not depend on which orbitals enter the sums. They differ. For any real vectors $\mathbf p,\mathbf q$, bringing the terms to the common denominator gives

$$\frac{|\mathbf p|^2}{n_\uparrow}+\frac{|\mathbf q|^2}{n_\downarrow}-\frac{|\mathbf p+\mathbf q|^2}{n}=\frac{|n_\downarrow\mathbf p-n_\uparrow\mathbf q|^2}{n_\uparrow n_\downarrow n},\qquad n=n_\uparrow+n_\downarrow, \tag{12}$$

since the numerator on the left is $|\mathbf p|^2n_\downarrow n+|\mathbf q|^2n_\uparrow n-n_\uparrow n_\downarrow|\mathbf p+\mathbf q|^2=n_\downarrow^2|\mathbf p|^2+n_\uparrow^2|\mathbf q|^2-2n_\uparrow n_\downarrow\mathbf p\cdot\mathbf q$. With $\mathbf p=\mathbf j_\uparrow$ and $\mathbf q=\mathbf j_\downarrow$, the spin-summed quantity exceeds $\tilde\tau_\uparrow+\tilde\tau_\downarrow$ by $|n_\downarrow\mathbf j_\uparrow-n_\uparrow\mathbf j_\downarrow|^2/(2n_\uparrow n_\downarrow n)$, which vanishes only if the two spin fluids have the same velocity. Result (10) holds per channel, and exchange is a sum over channels, so exchange requires the per-channel form. Where a functional reads the total $\tau$, as TPSS correlation does, gauge invariance allows either form; they agree for one electron and differ when the two spin fluids move differently, and the per-channel sum then can give $z=1$ for two different orbitals of equal density (Section 9). With $\mathbf p=\nabla n_\uparrow$ and $\mathbf q=\nabla n_\downarrow$, (12) gives $\tau_W[n_\uparrow]+\tau_W[n_\downarrow]\ge\tau_W[n]$, and with (11) this gives $\tilde\tau_\uparrow+\tilde\tau_\downarrow\ge\tau_W[n]$.

For one electron in a two-component spinor $(\psi_\uparrow,\psi_\downarrow)$, with $n$, $\mathbf j$ and $\tau$ summed over both components, (11) applies with the components as the two orbitals. Write

$$\psi_\uparrow=\sqrt n\,e^{i\gamma}\cos\tfrac\beta2\,e^{-i\phi/2},\qquad \psi_\downarrow=\sqrt n\,e^{i\gamma}\sin\tfrac\beta2\,e^{i\phi/2},$$

so that the spin direction is $\hat{\mathbf m}=(\sin\beta\cos\phi,\sin\beta\sin\phi,\cos\beta)$. The ratio is $\psi_\downarrow/\psi_\uparrow=\tan\tfrac\beta2\,e^{i\phi}$, with gradient $e^{i\phi}\big[\nabla\beta/(2\cos^2\tfrac\beta2)+i\tan\tfrac\beta2\,\nabla\phi\big]$. Multiplying its squared modulus by $|\psi_\uparrow|^4=n^2\cos^4\tfrac\beta2$ and using $\sin\tfrac\beta2\cos\tfrac\beta2=\tfrac12\sin\beta$,

$$|\psi_\uparrow\nabla\psi_\downarrow-\psi_\downarrow\nabla\psi_\uparrow|^2=\frac{n^2}4\big(|\nabla\beta|^2+\sin^2\!\beta\,|\nabla\phi|^2\big).$$

The derivatives $\partial\hat{\mathbf m}/\partial\beta$ and $\partial\hat{\mathbf m}/\partial\phi$ are orthogonal, with lengths $1$ and $\sin\beta$, so the bracket equals $\sum_a|\nabla\hat m_a|^2$. Therefore

$$\tilde\tau-\tau_W=\frac n8\sum_a|\nabla\hat m_a|^2. \tag{13}$$

A one-electron spinor satisfies $\tilde\tau=\tau_W$ only at points where the gradient of its spin direction vanishes. With spin-orbit coupling or noncollinear magnetism the correction $|\mathbf j|^2/(2n)$ still restores gauge invariance, but the one-electron test fails wherever the spin direction varies.

This part has shown that $\tilde\tau=\tau-|\mathbf j|^2/(2n)$ is gauge invariant and equals $\tau_W$ for a single orbital in a collinear spin channel, with exact remainders for many orbitals and for a one-electron spinor. What remains is its use in meta-GGA functionals, the worked $3d$ example, the implementation and the scope of the numerical check.
